**Permittivity maximum of a second-order ferroelectric under bias**

For the free-energy density $F=aP^2/2+bP^4/4-EP$, with $a=a_0(T-T_0)$ and $b>0$, the permittivity at fixed bias $E$ peaks at $a_m=3b(E/4b)^{2/3}$. Here $P$ is the polarization, $T_0$ the zero-bias transition temperature and $a_0$ the inverse of $\varepsilon_0$ times the Curie constant. The program solves for $P$ by root finding, differentiates $P(E)$ by finite differences and searches for the maximum in temperature, without using the derived formula. It asserts that the peak positions at four fields agree with the formula, that the curve at 0.10 MV/cm has one maximum between 20 K and about 900 K, and that the peak height has the derived ratios to the zero-bias value and to the biased value at $T_0$. It also asserts the temperature limit of the antiparallel state and the first-order corrections from a sixth-order term and from a temperature-dependent $b$. For the example film at 0.10 MV/cm, the output shows a shift of 77.7 K and a peak permittivity of 644; the exponent fitted over the four fields is 0.6667. With the rough inputs used, an interface layer lowers the peak temperature by 25 K and leaves the field-induced shift unchanged.

## Numerical verification

```python
"""Bias-field shift of the permittivity maximum, second-order ferroelectric.

Free energy density: F = a P^2/2 + b P^4/4 - E P,  a = a0 (T - T0), b > 0.
Result under test: at fixed bias E the permittivity peaks at
    a_m = 3 b (E/4b)^(2/3),  so  T_m - T0 = a_m / a0  ~  E^(2/3).
P: polarization, uC/cm2.  E: bias field, MV/cm.  T: temperature, K.
T0: zero-bias transition temperature.  C = 1/(eps0 a0): Curie constant.
In these units an energy density E*P comes out in J/cm3.
The numerical side solves for P, differentiates P(E) by finite differences
and searches for the maximum in T; it uses none of the derived formulas.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

EPS0 = epsilon_0 * 1e8 * 1e2      # (uC/cm2) per (MV/cm)
CURIE = 1.0e5                     # K
T0 = 250.0                        # K
B = 4.0e-5                        # MV/cm per (uC/cm2)^3
A0 = 1.0 / (EPS0 * CURIE)         # MV/cm per (uC/cm2) per K
BIAS = 0.1                        # MV/cm
THICKNESS = 200.0                 # nm
T_USE = 300.0                     # K

# Rough sizes of effects left out of the model
G6 = 2.4e-8             # coefficient g of g P^6/6, MV/cm per (uC/cm2)^5
BETA = 0.002            # relative change of b per K
BUILT_IN_VOLT = 0.1     # V, electrode asymmetry
SPREAD = 20.0           # K, standard deviation of local T0
LAYER = 0.05            # nm, interface thickness / its relative permittivity
BACKGROUND = 10.0       # background relative permittivity
BREAKDOWN = 1.0         # MV/cm


def polarization(T, E, g=0.0, beta=0.0, layer_stiffness=0.0, t0=T0):
    """Positive solution of the equilibrium condition for E > 0."""
    a = A0 * (T - t0) + layer_stiffness
    b = B * (1.0 + beta * (T - t0))
    return brentq(lambda p: a * p + b * p**3 + g * p**5 - E,
                  0.0, 100.0, xtol=1e-14, rtol=1e-14)


def permittivity(T, E, **kw):
    """Relative permittivity from the definition dP/dE."""
    h = 1e-3 * E
    dp = polarization(T, E + h, **kw) - polarization(T, E - h, **kw)
    return dp / (2 * h) / EPS0


def find_peak(curve):
    """Temperature of the maximum of curve(T): coarse scan, then refine."""
    grid = np.arange(T0 - 60.0, T0 + 301.0, 6.0)
    best = grid[int(np.argmax([curve(T) for T in grid]))]
    res = minimize_scalar(lambda T: -curve(T), method="bounded",
                          bounds=(best - 6.0, best + 6.0),
                          options={"xatol": 1e-7})
    return res.x


def peak_temperature(E, **kw):
    return find_peak(lambda T: permittivity(T, E, **kw))


def shift_formula(E):
    return 3 * B * (E / (4 * B)) ** (2 / 3) / A0


# The positive root is the global free-energy minimum, also below T0
p_grid = np.linspace(-40, 40, 80001)
for T in (150.0, 240.0, 330.0):
    F = A0 * (T - T0) * p_grid**2 / 2 + B * p_grid**4 / 4 - BIAS * p_grid
    assert abs(p_grid[np.argmin(F)] - polarization(T, BIAS)) < 2e-3

# Inverse susceptibility, in both forms, against the finite difference
for T in (180.0, 250.0, 300.0, 450.0):
    p = polarization(T, BIAS)
    inverse = 1 / (EPS0 * permittivity(T, BIAS))
    assert abs(inverse / (A0 * (T - T0) + 3 * B * p**2) - 1) < 1e-5
    assert abs(inverse / (BIAS / p + 2 * B * p**2) - 1) < 1e-5
    dp_da = (polarization(T + 0.01, BIAS)
             - polarization(T - 0.01, BIAS)) / (0.02 * A0)
    assert abs(dp_da * inverse / (-p) - 1) < 1e-5

# Exactly one maximum over a wide temperature range
wide = np.array([permittivity(T, BIAS) for T in np.arange(20.0, 900.0, 4.0)])
assert np.count_nonzero(np.diff(np.sign(np.diff(wide)))) == 1

# Peak position against the formula, and the power law
fields = np.array([0.01, 0.03, 0.1, 0.3])
shifts = np.array([peak_temperature(E) - T0 for E in fields])
assert np.allclose(shifts, shift_formula(fields), rtol=1e-4)
exponent = np.polyfit(np.log(fields), np.log(shifts), 1)[0]
assert abs(exponent - 2 / 3) < 1e-4

# State at the peak
T_peak = peak_temperature(BIAS)
shift = T_peak - T0
p_peak = polarization(T_peak, BIAS)
eps_peak = permittivity(T_peak, BIAS)
eps_at_T0 = permittivity(T0, BIAS)
eps_zero_bias = permittivity(T_peak, 1e-6)
balance = 6 * B * p_peak**2 * EPS0 * eps_peak
assert abs(p_peak / (BIAS / (4 * B)) ** (1 / 3) - 1) < 1e-4
assert abs(balance - 1) < 1e-4
assert abs(eps_peak / eps_zero_bias - 0.5) < 1e-4
assert abs(eps_peak / eps_at_T0 - 2 ** (1 / 3)) < 1e-4

# Antiparallel metastable state: upper temperature limit, by root counting
T_meta = T0 - 3 * B * (BIAS / (2 * B)) ** (2 / 3) / A0


def count_states(T):
    roots = np.roots([B, 0.0, A0 * (T - T0), -BIAS])
    return int(np.sum(np.abs(roots.imag) < 1e-7))


assert count_states(T_meta - 1) == 3 and count_states(T_meta + 1) == 1
assert count_states(T_peak) == 1

# Behaviour at the temperature of use
eps_use_0 = permittivity(T_USE, 1e-6)
eps_use_E = permittivity(T_USE, BIAS)
assert abs(eps_use_0 / (CURIE / (T_USE - T0)) - 1) < 1e-4


def slope_percent(E):
    up, down = permittivity(T_USE + 0.1, E), permittivity(T_USE - 0.1, E)
    return 100 * (up - down) / 0.2 / permittivity(T_USE, E)


slope_0, slope_E = slope_percent(1e-6), slope_percent(BIAS)
assert slope_0 < 0 < slope_E
E_for_use = 4 * B * (A0 * (T_USE - T0) / (3 * B)) ** 1.5
assert abs(peak_temperature(E_for_use) - T_USE) < 0.01

# Sixth-order term and temperature-dependent b: leading corrections
ratio6 = G6 * p_peak**2 / B
d6 = (peak_temperature(BIAS, g=G6 / 10)
      - peak_temperature(BIAS, g=-G6 / 10)) / 2 / shift
db = (peak_temperature(BIAS, beta=BETA / 10)
      - peak_temperature(BIAS, beta=-BETA / 10)) / 2 / shift
assert abs(d6 / (7 * ratio6 / 30) - 1) < 0.01
assert abs(db / (-BETA * shift / 30) - 1) < 0.01
shift_6 = peak_temperature(BIAS, g=G6) - T0
shift_b = peak_temperature(BIAS, beta=BETA) - T0
shift_both = peak_temperature(BIAS, g=G6, beta=BETA) - T0


def local_exponent(E):
    s = [peak_temperature(x, g=G6, beta=BETA) - T0 for x in (E / 1.1, E * 1.1)]
    return np.log(s[1] / s[0]) / np.log(1.21)


exp_low, exp_high = local_exponent(0.001), local_exponent(BIAS)
assert abs(exp_low - 2 / 3) < 0.01
assert abs(exp_low - 2 / 3) < abs(exp_high - 2 / 3)

# Built-in field, spread of local T0, interface layer in series
E_built = BUILT_IN_VOLT / (THICKNESS * 1e-7) * 1e-6
shift_built_only = peak_temperature(E_built) - T0
shift_built_bias = peak_temperature(BIAS + E_built) - T0
nodes, weights = np.polynomial.hermite_e.hermegauss(21)
weights = weights / weights.sum()


def mean_permittivity(T):
    return sum(w * permittivity(T, BIAS, t0=T0 + SPREAD * x)
               for x, w in zip(nodes, weights))


T_spread = find_peak(mean_permittivity)
eps_spread = mean_permittivity(T_spread)
stiffness = LAYER / THICKNESS / EPS0
T_layer = peak_temperature(BIAS, layer_stiffness=stiffness)
layer_drop = CURIE * LAYER / THICKNESS
assert abs((T_layer - (T0 - layer_drop)) / shift - 1) < 1e-4

print(f"Curie constant: {CURIE:.3g} K; T0: {T0:.0f} K")
print(f"a0: {A0:.4e} MV/cm per uC/cm2 per K")
print(f"b: {B:.1e} MV/cm per (uC/cm2)^3")
print(f"bias: {BIAS:.2f} MV/cm; thickness: {THICKNESS:.0f} nm")
print(f"bias voltage: {BIAS * THICKNESS * 0.1:.2f} V")
print(f"P at peak: {p_peak:.3f} uC/cm2")
print(f"a at peak: {A0 * shift:.4e} MV/cm per uC/cm2")
print(f"shift, numerical: {shift:.2f} K")
print(f"shift, formula: {shift_formula(BIAS):.2f} K")
print(f"peak temperature: {T_peak:.2f} K = {T_peak - 273.15:.2f} C")
print(f"balance 6 b P^2 chi at peak: {balance:.5f}")
print(f"relative permittivity at peak: {eps_peak:.1f}")
print(f"same temperature, zero bias: {eps_zero_bias:.1f}")
print(f"biased, at T0: {eps_at_T0:.1f}")
print(f"peak / value at T0: {eps_peak / eps_at_T0:.4f}")
print(f"antiparallel state only below: {T_meta:.1f} K")
for E, s in zip(fields, shifts):
    print(f"E = {E:.2f} MV/cm: shift {s:.2f} K, formula {shift_formula(E):.2f} K")
print(f"fitted exponent: {exponent:.5f}")
print(f"at {T_USE:.0f} K, zero bias: permittivity {eps_use_0:.1f}")
print(f"at {T_USE:.0f} K, biased: permittivity {eps_use_E:.1f}")
print(f"reduction by bias: {100 * (1 - eps_use_E / eps_use_0):.1f} %")
print(f"slope at {T_USE:.0f} K, zero bias: {slope_0:.3f} %/K")
print(f"slope at {T_USE:.0f} K, biased: {slope_E:.3f} %/K")
print(f"bias putting peak at {T_USE:.0f} K: {E_for_use:.4f} MV/cm")
print(f"sixth-order g: {G6:.1e} MV/cm per (uC/cm2)^5")
print(f"ratio g P^2/b at peak: {ratio6:.4f}")
print(f"shift with sixth-order term: {shift_6:.2f} K")
print(f"relative change of b: {100 * BETA:.1f} %/K")
print(f"shift with b(T): {shift_b:.2f} K")
print(f"shift with both: {shift_both:.2f} K")
print(f"local exponent with both, 0.001 MV/cm: {exp_low:.4f}")
print(f"local exponent with both, {BIAS:.1f} MV/cm: {exp_high:.4f}")
print(f"built-in voltage: {BUILT_IN_VOLT:.1f} V; field: {E_built:.4f} MV/cm")
print(f"shift from built-in field alone: {shift_built_only:.2f} K")
print(f"shift from bias plus built-in field: {shift_built_bias:.2f} K")
print(f"spread of local T0 (std. dev.): {SPREAD:.0f} K")
print(f"peak temperature with spread: {T_spread:.2f} K")
print(f"peak permittivity with spread: {eps_spread:.1f}")
print(f"interface thickness/permittivity: {LAYER:.2f} nm")
print(f"interface lowers reference temperature by: {layer_drop:.1f} K")
print(f"peak temperature with interface: {T_layer:.2f} K")
print(f"background permittivity: {BACKGROUND:.0f}")
print(f"background / peak permittivity: {100 * BACKGROUND / eps_peak:.2f} %")
print(f"rough breakdown field: {BREAKDOWN:.1f} MV/cm")
print(f"bias / breakdown field: {BIAS / BREAKDOWN:.2f}")
print("verified")
```

Printed output:

```
Curie constant: 1e+05 K; T0: 250 K
a0: 1.1294e-04 MV/cm per uC/cm2 per K
b: 4.0e-05 MV/cm per (uC/cm2)^3
bias: 0.10 MV/cm; thickness: 200 nm
bias voltage: 2.00 V
P at peak: 8.550 uC/cm2
a at peak: 8.7720e-03 MV/cm per uC/cm2
shift, numerical: 77.67 K
shift, formula: 77.67 K
peak temperature: 327.67 K = 54.52 C
balance 6 b P^2 chi at peak: 1.00000
relative permittivity at peak: 643.8
same temperature, zero bias: 1287.5
biased, at T0: 510.9
peak / value at T0: 1.2599
antiparallel state only below: 126.7 K
E = 0.01 MV/cm: shift 16.73 K, formula 16.73 K
E = 0.03 MV/cm: shift 34.81 K, formula 34.81 K
E = 0.10 MV/cm: shift 77.67 K, formula 77.67 K
E = 0.30 MV/cm: shift 161.56 K, formula 161.56 K
fitted exponent: 0.66667
at 300 K, zero bias: permittivity 2000.0
at 300 K, biased: permittivity 623.1
reduction by bias: 68.8 %
slope at 300 K, zero bias: -2.000 %/K
slope at 300 K, biased: 0.235 %/K
bias putting peak at 300 K: 0.0517 MV/cm
sixth-order g: 2.4e-08 MV/cm per (uC/cm2)^5
ratio g P^2/b at peak: 0.0439
shift with sixth-order term: 84.38 K
relative change of b: 0.2 %/K
shift with b(T): 73.43 K
shift with both: 80.68 K
local exponent with both, 0.001 MV/cm: 0.6682
local exponent with both, 0.1 MV/cm: 0.6854
built-in voltage: 0.1 V; field: 0.0050 MV/cm
shift from built-in field alone: 10.54 K
shift from bias plus built-in field: 80.24 K
spread of local T0 (std. dev.): 20 K
peak temperature with spread: 328.83 K
peak permittivity with spread: 633.8
interface thickness/permittivity: 0.05 nm
interface lowers reference temperature by: 25.0 K
peak temperature with interface: 302.67 K
background permittivity: 10
background / peak permittivity: 1.55 %
rough breakdown field: 1.0 MV/cm
bias / breakdown field: 0.10
verified
```
